**Melosh rotation and light-front helicity: numerical tests**

The program tests the matrix R_M = [mc + p⁺ − iσ·(z×p)]/√[(mc+p⁺)² + p_⊥²], which connects canonical and light-front spin states of a free spin-1/2 particle. Here m is the mass, p⁺ = E/c + p_z, p_⊥ is the transverse momentum, z is the unit vector along the z axis and σ are the Pauli matrices. Dirac spinors are built by exponentiating boost and rotation generators, and their overlaps are compared with R_M for 25 random momenta. The program also asserts that light-front boosts leave the light-front spin unrotated, that the canonical spin turns by R_M(p′)R_M(p)†, and that the light-front spinors are eigenvectors of the plus component of the Pauli–Lubanski vector divided by p⁺. Further assertions cover rotations about z, the slow and fast limits, and an ordinary transverse boost as a counterexample. For an electron with pc = (300000, 0, 400000) eV the output gives a Melosh angle of 20.91°. Three light-front boosts turn its canonical spin by 8.42°, 30.19° and 36.79°, while the light-front spin rotation is zero to the printed precision. An ordinary x boost from rest with rapidity 0.5 turns the light-front spin by 27.52°.

## Numerical check

```python
"""Melosh rotation and invariance of light-front helicity.

Result under test: for a spin-1/2 particle of mass m, the light-front state
is the canonical state turned by the matrix
  R = [m c + p_plus - i sigma.(z x p)] / sqrt((m c + p_plus)^2 + p_perp^2),
and light-front boosts leave the light-front spin label unchanged.
Symbols: p_plus = E/c + p_z; p_perp = (p_x, p_y); sigma = Pauli matrices.
Canonical states use rotationless boosts from rest. Light-front states use
a longitudinal boost and then a transverse light-front boost.
Inside the functions four-momenta (E/c, p_x, p_y, p_z) are in units of m c.
Spinors are made by exponentiating the Dirac generators, not from R.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
identity2 = np.eye(2)
gamma0 = np.kron(pauli[2], identity2)
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
Sigma = np.array([np.kron(identity2, s) for s in pauli])
gamma = np.array([gamma0 @ a for a in alpha])
rest_spinors = np.eye(4, dtype=complex)[:, :2]
rest_momentum = np.array([1.0, 0.0, 0.0, 0.0])

boost_generator = np.zeros((3, 4, 4))
rotation_generator = np.zeros((3, 4, 4))
for k in range(3):
    boost_generator[k, 0, k + 1] = boost_generator[k, k + 1, 0] = 1
    i, j = (k + 1) % 3, (k + 2) % 3
    rotation_generator[k, i + 1, j + 1] = -1
    rotation_generator[k, j + 1, i + 1] = 1


def transformation(rapidity, angle):
    """Spinor and four-vector matrices of one exponentiated generator."""
    spin = np.tensordot(rapidity, alpha, 1) / 2
    spin = spin - 0.5j * np.tensordot(angle, Sigma, 1)
    vector = np.tensordot(rapidity, boost_generator, 1)
    vector = vector + np.tensordot(angle, rotation_generator, 1)
    return expm(spin), expm(vector)


def longitudinal(factor):
    return transformation([0, 0, np.log(factor)], [0, 0, 0])


def transverse(w):
    return transformation([w[0], w[1], 0], [-w[1], w[0], 0])


def compose(second, first):
    return second[0] @ first[0], second[1] @ first[1]


def on_shell(p):
    p = np.asarray(p, dtype=float)
    return np.concatenate(([np.sqrt(1 + p @ p)], p))


def canonical_boost(p4):
    size = np.linalg.norm(p4[1:])
    if size < 1e-14:
        return transformation([0, 0, 0], [0, 0, 0])
    return transformation(p4[1:] / size * np.arcsinh(size), [0, 0, 0])


def light_front_boost(p4):
    plus = p4[0] + p4[3]
    return compose(transverse(p4[1:3] / plus), longitudinal(plus))


def spin_overlap(left, right):
    """Matrix of ubar(left) u(right), with ubar u = 1 for the rest states."""
    return (left @ rest_spinors).conj().T @ gamma0 @ right @ rest_spinors


def melosh_from_spinors(p4):
    return spin_overlap(canonical_boost(p4)[0], light_front_boost(p4)[0])


def melosh_formula(p4):
    a = 1 + p4[0] + p4[3]
    pr = p4[1] + 1j * p4[2]
    return np.array([[a, -np.conj(pr)], [pr, a]]) / np.hypot(a, abs(pr))


def wigner(standard_boost, change, p4):
    """Spin rotation seen in the basis defined by standard_boost."""
    final = standard_boost(change[1] @ p4)[0]
    return spin_overlap(final, change[0] @ standard_boost(p4)[0])


def rotation_angle(matrix):
    sine = [0.5j * np.trace(matrix @ s) for s in pauli]
    return 2 * np.arctan2(np.linalg.norm(sine), np.trace(matrix).real / 2)


def helicity_operator(p4):
    """Plus component of the Pauli-Lubanski vector divided by p_plus."""
    p = p4[1:]
    cross_z = p[0] * alpha[1] - p[1] * alpha[0]
    top = np.tensordot(p, Sigma, 1) + p4[0] * Sigma[2] - 1j * cross_z
    return top / (2 * (p4[0] + p4[3]))


def mean_helicity(p4):
    u = light_front_boost(p4)[0] @ rest_spinors[:, 0]
    direction = p4[1:] / np.linalg.norm(p4[1:])
    operator = np.tensordot(direction, Sigma, 1)
    return (u.conj() @ operator @ u).real / (u.conj() @ u).real


def close(a, b, tolerance=1e-9):
    return np.allclose(a, b, rtol=tolerance, atol=tolerance)


# Random momenta in all directions, with random light-front boosts.
rng = np.random.default_rng(7)
for trial in range(25):
    p4 = on_shell(rng.uniform(-1.5, 1.5, 3))
    plus = p4[0] + p4[3]
    boost_c, boost_f = canonical_boost(p4), light_front_boost(p4)
    assert close(boost_c[1] @ rest_momentum, p4)
    assert close(boost_f[1] @ rest_momentum, p4)
    assert close(melosh_from_spinors(p4), melosh_formula(p4))

    # Closed two-by-two boosts against the right-handed Dirac components.
    to_right = np.hstack((identity2, identity2)) / np.sqrt(2)
    pr = p4[1] + 1j * p4[2]
    closed_f = np.array([[plus, 0], [pr, 1]]) / np.sqrt(plus)
    closed_c = (1 + p4[0]) * identity2 + np.tensordot(p4[1:], pauli, 1)
    closed_c = closed_c / np.sqrt(2 * (1 + p4[0]))
    assert close(to_right @ boost_f[0] @ to_right.conj().T, closed_f)
    assert close(to_right @ boost_c[0] @ to_right.conj().T, closed_c)

    # Covariant spinor formula and the light-front helicity eigenvalues.
    slash = p4[0] * gamma0 - np.tensordot(p4[1:], gamma, 1)
    u_f = boost_f[0] @ rest_spinors
    gamma_plus = gamma0 + gamma[2]
    covariant = (slash + np.eye(4)) @ gamma_plus @ rest_spinors
    assert close(u_f, covariant / (2 * np.sqrt(plus)))
    assert close(helicity_operator(p4) @ u_f, u_f @ pauli[2] / 2)

    # Light-front boosts: momentum law, invariance, canonical rotation.
    factor, w = rng.uniform(0.5, 2.0), rng.uniform(-0.7, 0.7, 2)
    change = compose(transverse(w), longitudinal(factor))
    new = change[1] @ p4
    assert close(new[0] + new[3], factor * plus)
    assert close(new[1:3], p4[1:3] + w * factor * plus)
    assert close(change[0] @ u_f, light_front_boost(new)[0] @ rest_spinors)
    expected = melosh_formula(new) @ melosh_formula(p4).conj().T
    assert close(wigner(canonical_boost, change, p4), expected)
    carried = change[0] @ helicity_operator(p4) @ np.linalg.inv(change[0])
    assert close(carried, helicity_operator(new))

    # A rotation about z gives only phases.
    phi = rng.uniform(-2, 2)
    turn = transformation([0, 0, 0], [0, 0, phi])
    phases = np.diag(np.exp([-0.5j * phi, 0.5j * phi]))
    assert close(wigner(light_front_boost, turn, p4), phases)

# The transverse generators annihilate gamma_plus times any spinor.
for generator in (alpha[0] - 1j * Sigma[1], alpha[1] + 1j * Sigma[0]):
    assert close(generator @ (gamma0 + gamma[2]), 0)

# Worked electron example: momenta times c in eV.
rest_energy = const.m_e * const.c**2 / const.e
momentum_eV = np.array([300000.0, 0.0, 400000.0])
example = on_shell(momentum_eV / rest_energy)
size_eV = np.linalg.norm(momentum_eV)
wavelength = const.h * const.c / (size_eV * const.e) * 1e10
melosh = melosh_from_spinors(example)
theta = rotation_angle(melosh)
polar = np.arctan2(momentum_eV[0], momentum_eV[2])
plus = example[0] + example[3]
assert close(np.tan(theta / 2), example[1] / (1 + plus))
assert close(mean_helicity(example), np.cos(polar - theta))

print("Electron example, all angles in degree unless marked")
print(f"rest energy m c^2 = {rest_energy:.2f} eV")
print(f"p_x c, p_y c, p_z c = {momentum_eV[0]:.0f}, "
      f"{momentum_eV[1]:.0f}, {momentum_eV[2]:.0f} eV")
print(f"|p| c = {size_eV:.0f} eV")
print(f"de Broglie wavelength = {wavelength:.6f} angstrom")
print(f"total energy E = {example[0] * rest_energy:.2f} eV")
print(f"p_plus c = {plus * rest_energy:.2f} eV")
print(f"m c^2 + p_plus c = {(1 + plus) * rest_energy:.2f} eV")
print(f"tan(theta_M/2) = {np.tan(theta / 2):.6f} (no unit)")
print(f"Melosh angle theta_M = {np.degrees(theta):.4f} degree")
print(f"Melosh angle theta_M = {theta:.6f} rad")
print(f"R_M diagonal element = {melosh[0, 0].real:.6f} (no unit)")
print(f"R_M lower left element = {melosh[1, 0].real:.6f} (no unit)")
print(f"opposite canonical spin probability = "
      f"{abs(melosh[1, 0])**2:.6f} (no unit)")
print(f"polar angle of momentum = {np.degrees(polar):.4f} degree")
print(f"mean helicity in units of 1/2 = {mean_helicity(example):.6f}")

boost_factor = 2.0
boost_w = np.array([0.0, 0.4])
only_long, only_trans = longitudinal(boost_factor), transverse(boost_w)
cases = [("longitudinal", only_long), ("transverse", only_trans),
         ("longitudinal then transverse", compose(only_trans, only_long))]
print(f"longitudinal factor exp(eta) = {boost_factor:.1f} (no unit)")
print(f"transverse parameters w_x, w_y = {boost_w[0]:.1f}, "
      f"{boost_w[1]:.1f} (no unit)")
for name, change in cases:
    new = change[1] @ example
    new_eV = new[1:] * rest_energy
    angle_c = rotation_angle(wigner(canonical_boost, change, example))
    angle_f = rotation_angle(wigner(light_front_boost, change, example))
    new_theta = rotation_angle(melosh_from_spinors(new))
    assert angle_f < 1e-9 and angle_c > 0.01
    if name == "longitudinal":
        assert close(angle_c, abs(new_theta - theta))
    print(f"{name}: new p c = {new_eV[0]:.1f}, {new_eV[1]:.1f}, "
          f"{new_eV[2]:.1f} eV")
    print(f"  new Melosh angle = {np.degrees(new_theta):.4f} degree")
    print(f"  canonical spin rotation = {np.degrees(angle_c):.4f} degree")
    print(f"  light-front spin rotation = {np.degrees(angle_f):.6f} degree")

# Slow and fast limits along the same direction of momentum.
print("Same direction, momentum multiplied by a scale:")
for scale in (0.01, 1.0, 10.0, 100.0):
    scaled = on_shell(scale * example[1:])
    angle = rotation_angle(melosh_from_spinors(scaled))
    print(f"scale {scale:g}: theta_M = {np.degrees(angle):.4f} degree, "
          f"mean helicity/(1/2) = {mean_helicity(scaled):.6f}")
slow = on_shell(0.01 * example[1:])
slow_angle = rotation_angle(melosh_from_spinors(slow))
# The next term is smaller by about p_z/(2 m c), here 0.4 percent.
assert abs(slow_angle / slow[1] - 1) < 0.006
print(f"slow estimate p_perp/(m c) at scale 0.01 = "
      f"{np.degrees(slow[1]):.4f} degree")
gaps = []
for scale in (100.0, 1000.0):
    fast = on_shell(scale * example[1:])
    gaps.append(polar - rotation_angle(melosh_from_spinors(fast)))
# A gap proportional to m c/|p| must fall tenfold, up to the next order.
assert gaps[1] > 0 and abs(gaps[0] / gaps[1] - 10) < 0.2

# Counterexample: an ordinary x boost does rotate the light-front spin.
rapidity = 0.5
ordinary = transformation([rapidity, 0, 0], [0, 0, 0])
moved = ordinary[1] @ rest_momentum
turned = wigner(light_front_boost, ordinary, rest_momentum)
turned_angle = rotation_angle(turned)
assert close(turned, melosh_formula(moved).conj().T)
assert close(turned_angle, 2 * np.arctan(np.tanh(rapidity / 2)))
carried = ordinary[0] @ helicity_operator(rest_momentum)
carried = carried @ np.linalg.inv(ordinary[0])
assert np.max(abs(carried - helicity_operator(moved))) > 0.01
print(f"ordinary x boost from rest, rapidity = {rapidity:.1f} (no unit)")
print(f"  light-front spin rotation = {np.degrees(turned_angle):.4f} degree")
print(f"  light-front spin flip probability = "
      f"{abs(turned[1, 0])**2:.6f} (no unit)")

print("no test failed")
```

Output:

```
Electron example, all angles in degree unless marked
rest energy m c^2 = 510998.95 eV
p_x c, p_y c, p_z c = 300000, 0, 400000 eV
|p| c = 500000 eV
de Broglie wavelength = 0.024797 angstrom
total energy E = 714926.52 eV
p_plus c = 1114926.52 eV
m c^2 + p_plus c = 1625925.47 eV
tan(theta_M/2) = 0.184510 (no unit)
Melosh angle theta_M = 20.9082 degree
Melosh angle theta_M = 0.364916 rad
R_M diagonal element = 0.983401 (no unit)
R_M lower left element = 0.181448 (no unit)
opposite canonical spin probability = 0.032923 (no unit)
polar angle of momentum = 36.8699 degree
mean helicity in units of 1/2 = 0.961446
longitudinal factor exp(eta) = 2.0 (no unit)
transverse parameters w_x, w_y = 0.0, 0.4 (no unit)
longitudinal: new p c = 300000.0, 0.0, 1036194.9 eV
  new Melosh angle = 12.4929 degree
  canonical spin rotation = 8.4153 degree
  light-front spin rotation = 0.000000 degree
transverse: new p c = 300000.0, 445970.6, 310805.9 eV
  new Melosh angle = 36.5848 degree
  canonical spin rotation = 30.1908 degree
  light-front spin rotation = 0.000000 degree
longitudinal then transverse: new p c = 300000.0, 891941.2, 857806.6 eV
  new Melosh angle = 37.8987 degree
  canonical spin rotation = 36.7948 degree
  light-front spin rotation = 0.000000 degree
Same direction, momentum multiplied by a scale:
scale 0.01: theta_M = 0.3351 degree, mean helicity/(1/2) = 0.803495
scale 1: theta_M = 20.9082 degree, mean helicity/(1/2) = 0.961446
scale 10: theta_M = 34.9233 degree, mean helicity/(1/2) = 0.999423
scale 100: theta_M = 36.6747 degree, mean helicity/(1/2) = 0.999994
slow estimate p_perp/(m c) at scale 0.01 = 0.3364 degree
ordinary x boost from rest, rapidity = 0.5 (no unit)
  light-front spin rotation = 27.5238 degree
  light-front spin flip probability = 0.056591 (no unit)
no test failed
```
